Transverse Momentum, Channel Density and Electroresistance of a Thick Rectangular Barrier

**Q.** A tunnel junction can be reduced to one number, the transmission exp(−2κd) times some interface factor. Electrons arrive at all angles, though. Why should one number do?

**A.** It does not, if you want the conductance of an area. Let the junction lie in the xy plane, with the barrier from z = 0 to z = d. I assume flat, uniform interfaces, so the transverse wave vector, of magnitude k, is conserved. I also assume coherent elastic tunnelling, zero temperature and a small bias V.

For one transverse state, the electrons in an interval dk_z carry the current 2e v_z dk_z/(2π), where the 2 is for spin. Since v_z dk_z = dE/ħ, this equals (2e/h) dE whatever the velocity. The bias opens an energy window eV, so each transverse state contributes the conductance (2e²/h) T(k), with T taken at the Fermi level.

In a periodic box of area A there is one transverse state per area (2π)²/A of k space. Hence

G/A = (2e²/h) ∫ d²k/(2π)² T(k).

**Q.** Then each value of k is a separate one-dimensional problem. What changes from one to the next?

**A.** The decay rate in the barrier changes. Let the barrier's band edge lie U above the Fermi level, and let its mass m_b be isotropic. Inside, the wave varies as exp(±qz), so the kinetic term along z is negative. Measured from the Fermi level, the energy condition is

0 = U + ħ²(k² − q²)/(2m_b),

which gives

q² = κ² + k², κ² = 2m_b U/ħ².

Transverse motion uses up energy that would otherwise help the electron along z, so q grows with k. In electrode i, with Fermi wave number k_i, the longitudinal wave number is k_zi = √(k_i² − k²).

**Q.** You still owe me the interface factor. If it varies strongly with k, the exponential is not the whole story.

**A.** Here it is from wave matching. Define w = q/m_b and v_i = k_zi/m_i. The quantities continuous at an interface are ψ and ψ'/m. At z = d the outgoing wave has amplitude t. Write the barrier wave as

ψ = D exp[q(d − z)] + F exp[−q(d − z)].

Matching at z = d gives D + F = t and w(F − D) = i v_2 t, so

D = (t/2)(1 − i v_2/w).

For a thick barrier the F term at z = 0 is smaller than the D term by a factor of order exp(−2qd), and I drop it. With unit incident amplitude and reflected amplitude r,

1 + r = D exp(qd)
i v_1(1 − r) = −w D exp(qd).

Dividing the second line by i v_1 gives 1 − r = i(w/v_1) D exp(qd). Adding this to the first line removes r:

2 = D exp(qd)(1 + i w/v_1)

t = 4 exp(−qd) / [(1 − i v_2/w)(1 + i w/v_1)].

The transmission is a ratio of currents, T = (v_2/v_1)|t|². With s_i = w/v_i, so that v_2/v_1 = s_1/s_2, this becomes

T(k) = p_1 p_2 exp(−2qd), p_i = 4s_i/(1 + s_i²).

The factors p_i are algebraic in k, while the exponential carries the large number d. For large d the exponential therefore selects the range of k, and p_i can at first be held at its value for k = 0.

**Q.** Do the integral, then. I expect the approximation to be hidden in the square root.

**A.** It is there, and its size can be found. Expand

q = κ√(1 + k²/κ²) = κ + k²/(2κ) − k⁴/(8κ³) + …

so that

2qd = 2κd + d k²/κ − d k⁴/(4κ³) + …

The second term limits k² to a value of order κ/d. The third term is then of order 1/(4κd), which is small when κd ≫ 1. Keeping the first two,

T(k) ≈ T(0) exp(−d k²/κ).

With d²k = 2πk dk = π du, where u = k²,

∫ d²k/(2π)² exp(−d k²/κ) = [1/(4π²)] π ∫₀^∞ du exp(−du/κ) = κ/(4πd).

Therefore, to leading order in 1/(κd),

G/A = (2e²/h) [κ/(4πd)] T(0).

I extended the integral to infinity, although k cannot exceed the smaller of k_1 and k_2. This needs κ/d ≪ k_1², k_2²: the Gaussian must fit well inside both Fermi disks.

**Q.** So the conductance per area gains the factor κ/(4πd)? That has the dimension of an inverse area. How can a conductance gain it?

**A.** The wording needs care. It multiplies the conductance of a single channel at normal incidence and turns it into a conductance per area. So κ/(4πd) is a density of effective channels, and 4πd/κ is the area per channel. It is not a numerical enhancement.

The 1/d also matters if κ is read from the thickness dependence. At fixed U and to leading order,

d ln(G/A)/dd = −2κ − 1/d.

Equating this slope to −2κ would overestimate κ by the fraction 1/(2κd).

**Q.** You have thrown away several things of relative order 1/(κd). Collect them, or I cannot tell whether the factor itself is meaningful.

**A.** There are two. For the first, leave the square root unexpanded in the pure exponential. Since q² = κ² + k², we have k dk = q dq, and integration by parts gives

(1/2π) ∫_κ^∞ q exp(−2qd) dq
= (1/2π) exp(−2κd) [κ/(2d) + 1/(4d²)]
= [κ/(4πd)] exp(−2κd) [1 + 1/(2κd)].

The second is the slope of the interface factors. From ln p_i = ln 4 + ½ ln s_i² − ln(1 + s_i²),

d ln p_i/d ln s_i² = ½ − s_i²/(1 + s_i²) = ½(1 − s_i²)/(1 + s_i²).

Since s_i² is proportional to (κ² + u)/(k_i² − u), the derivative of ln s_i² with respect to u at u = 0 is 1/κ² + 1/k_i². The Gaussian weight has mean u = κ/d. Multiplying the three pieces and adding the first correction gives the bracket 1 + c/(κd), with

c = ½ + ½ Σ_i (1 + κ²/k_i²)(1 − s_i²)/(1 + s_i²),

where s_i is taken at k = 0. What remains is of order 1/(κd)².

**Q.** Now the ferroelectric. Where does polarization enter a rectangular barrier?

**A.** Through its mean height. Polarization charge is screened imperfectly in the electrodes, which leaves a potential step at each interface. The steps have opposite signs and both reverse with the polarization. If their magnitudes differ, the mean height changes. With equal steps and a uniform barrier it does not, so this mechanism needs some asymmetry, such as electrodes that screen differently or a non-ferroelectric layer at one interface.

Call the state with the lower mean height "on". Holding thickness, mass and electrode bands fixed, and dividing the leading results,

R = G_on/G_off ≈ (κ_on/κ_off) T_on(0)/T_off(0).

The factor 1/(4πd) cancels, but κ does not. Because κ_on < κ_off, the transverse integral lowers the ratio. It likewise lowers the electroresistance, defined here as (G_on − G_off)/G_off = R − 1.

**Q.** That seems backwards. A lower barrier ought to let in more oblique electrons, not fewer.

**A.** Each oblique electron is indeed more likely to tunnel through the lower barrier. The factor κ/(4πd), however, counts oblique electrons relative to normal ones. The extra decay rate for an oblique electron is k²/(2κ), which is larger when κ is smaller. The lower barrier filters more sharply in angle, while its normal transmission is higher.

**Q.** Is the reduction always small? The factor is √(U_on/U_off) in your model, which could be one half if the heights differed by a factor of four.

**A.** It could, so the reduction should be compared with the effect of the exponential. The exponential contributes 2d(κ_off − κ_on) to ln R, and the channel density contributes −ln(κ_off/κ_on). For a small difference the latter is −(κ_off − κ_on)/κ, with κ the mean value. The quotient of the magnitudes is

1/(2κd).

In a thick barrier the transverse factor thus removes a small fraction of the logarithm of the ratio. When R is close to 1, ln R ≈ R − 1, and the electroresistance falls by the same small fraction. When R is large, the electroresistance falls by nearly the fraction 1 − κ_on/κ_off, which is small only if the two heights are close.

**Q.** Put in numbers that resemble a device.

**A.** I take round parameters in the rough range of a thin hafnium-zirconium oxide junction: d = 3 nm, m_b = 0.2 m_0 and an unshifted height of 2.0 eV, taken to be the same at both interfaces. The electrodes have the free-electron mass m_0 and Fermi energies of 5 and 3 eV. The screening steps are set by hand to 0.05 and 0.25 eV, so the mean height moves by (0.25 − 0.05)/2 = 0.10 eV either way, giving U_on = 1.90 eV and U_off = 2.10 eV.

These steps do not follow from the electrodes just described. Thomas–Fermi screening in two such metals would give steps in the ratio (5/3)^(1/4) = 1.14. With the same sum, the mean height would then move by only 0.01 eV, and the on/off ratio would be about 1.10. If the first electrode screens like such a metal, steps as unequal as mine require a screening length about five times longer in the second.

The first electrode has k_1 = 11.456 nm⁻¹, so 2m_0/ħ² = 11.456²/5 = 26.25 eV⁻¹ nm⁻². Then

κ_on = √(26.25 × 0.2 × 1.90) = 3.158 nm⁻¹
κ_off = 3.158 × √(2.10/1.90) = 3.320 nm⁻¹.

The products κd are 9.47 and 9.96, so the barrier is thick. The root-mean-square transverse wave number in the on state is √(3.158/3) = 1.03 nm⁻¹, well below the smaller Fermi wave number, 8.87 nm⁻¹. The channel density is

κ_on/(4πd) = 3.158/(12.566 × 3) = 0.0838 nm⁻²,

or one effective channel per 11.9 nm². With T_on(0) = 1.915 × 10⁻⁸,

G_on/A = 7.748 × 10⁻⁵ S × 0.0838 nm⁻² × 1.915 × 10⁻⁸
= 1.243 × 10⁻¹³ S/nm² = 12.4 S/cm².

The off state has T_off(0) = 6.935 × 10⁻⁹ and a density of 0.0881 nm⁻², which gives 4.73 S/cm².

**Q.** And the electroresistance?

**A.** At normal incidence the ratio is 1.9154 × 10⁻⁸/(6.935 × 10⁻⁹) = 2.762. The channel densities multiply it by κ_on/κ_off = 0.951, giving 2.627. Numerical integration of the transmission found by wave matching gives 2.639. The electroresistance therefore falls from 176 % at normal incidence to 163 % in the leading formula and 164 % in the full integral.

The logarithm of the ratio falls by a fraction 0.045, against the estimate 1/(2κd) = 0.051. The electroresistance itself falls by about 7 % of its normal-incidence value. That is more than the fall of the logarithm, because R is not close to 1 here.

**Q.** Your leading conductance could agree with the integral by luck. What is c in this example?

**A.** Some luck is involved. In the on state s_1² = 1.90 and s_2² = 3.17, so

c = 0.5 + ½(1.076)(−0.310) + ½(1.127)(−0.520)
= 0.5 − 0.167 − 0.293 = 0.040.

The interface factors nearly cancel the correction from the square root. This cancellation belongs to the chosen masses, Fermi energies and barrier height, not to thick barriers in general. At a height of 1.0 eV, for instance, c would be 0.37.

At 3 nm, c/(κd) predicts that the integral exceeds the leading formula by 0.4 %. It actually lies 0.1 % below. Since c is so small, the next order outweighs it. Subtracting 1 + c/(κd) from the computed ratio and multiplying by (κd)² leaves about −0.5 to −0.6 at 3, 12, 24 and 48 nm, as a second-order term should. At 48 nm the integral exceeds the leading formula by 0.024 %, close to the predicted 0.026 %.

The counting of channels was tested separately. Summing T over the discrete transverse states of a 30 nm square periodic box reproduced the continuous integral within numerical rounding.

**Q.** Everything rests on an isotropic mass. What if the barrier is heavier in one direction?

**A.** Let the mass be m_z along the current and m_t across it. The energy condition becomes

q²/m_z = 2U/ħ² + k²/m_t,

so q² = κ² + (m_z/m_t)k², with κ now defined by m_z. The Gaussian exponent is multiplied by m_z/m_t, and the channel density becomes

(m_t/m_z) κ/(4πd).

This prefactor is common to both polarizations and cancels from the leading ratio. For m_z/m_t = 0.8, with m_z kept at 0.2 m_0, the integrated on conductance rises by a factor 1.248, close to 1/0.8 = 1.25, and the ratio stays at 2.639.

**Q.** A height of 2 eV is not small beside the gap of an oxide. Is a parabolic band credible that deep in the gap?

**A.** That is the most serious objection so far. Take an isotropic two-band model with gap E_g and energy E measured from the upper band edge:

E(E + E_g) = P²(k² − q²).

Near that edge E ≈ P²(k² − q²)/E_g, so matching the mass m_b requires P² = ħ²E_g/(2m_b). At the Fermi level E = −U, and

−U(E_g − U) = P²(k² − q²)

q² = k² + κ², κ² = (2m_b U/ħ²)(1 − U/E_g).

The relation q² = κ² + k² survives, and with it the density κ/(4πd), now with the smaller κ. The estimate 1/(2κd) also survives as a comparison of the channel factor with the exponential, because it was derived without using how κ depends on U.

The numbers do change. With a rough gap of 5.8 eV, κ_on and κ_off become 2.590 and 2.652 nm⁻¹. The on-state exponential grows by a factor of 30. The on/off ratio of the exponentials alone drops from 2.64 to 1.45, and the channel factor, now 0.977, lowers this to 1.42. These figures leave out the interface factors, whose size depends on the mass used in the matching. If ψ'/m is matched with the barrier mass m_b(1 − U/E_g) that this model gives at the Fermi level, the integrated ratio is 1.56 and the on conductance is about 20 times its parabolic value. The transverse integral then lowers the logarithm of the ratio by a fraction 0.039, against 1/(2κd) = 0.064, an estimate that leaves out the interface factors. With this matching the interface factors change the ratio more than the channel factor does. If m_b itself is used in the matching they change it less: the integrated ratio is 1.44, the on conductance is about 29 times its parabolic value and the fraction is 0.053. All of these figures treat 0.2 m_0 as the band-edge mass. If it is instead a tunnelling mass fitted with a parabolic model, it already contains part of the reduction of κ, and the gain in conductance is overstated.

**Q.** Couldn't you refit the mass and recover the old answer?

**A.** You could recover κ at one height, but not its response to the polarization. Differentiating the two-band result,

d ln κ/dU = (1/2)[1/U − 1/(E_g − U)] = [1/(2U)] (E_g − 2U)/(E_g − U).

The last fraction is 1.8/3.8 = 0.47 at U = 2.0 eV, where a parabolic band has 1. For the same κ, the two-band barrier responds about half as strongly to a small change of height.

**Q.** Set this beside a real hafnia junction. Which of your assumptions would break first?

**A.** The thickness, mass, height and gap are plausible rough values for such films, but the residual field deserves a flag. The two steps add up to 0.30 eV across 3 nm, or 1.0 MV/cm. Coercive fields of these films are roughly 1 to 2 MV/cm, so a depolarizing field of this size could threaten retention, which the model does not address. The steps also imply a weak polarization. If the first electrode has its Thomas–Fermi screening length of 0.060 nm, a step of 0.05 eV needs a screening charge of only 0.7 μC/cm². With a static permittivity of 30, the polarization is then about 3.4 μC/cm², whereas values above 10 μC/cm² are common in hafnium-zirconium oxide films. In this screening model, a polarization that large would give larger steps and a stronger residual field. The on/off ratio depends most on the steps set by hand: the Thomas–Fermi steps found earlier would reduce it to about 1.10 for a flat barrier. At so small a shift the tilts listed below matter: the residual tilt gives 1.11, and adding the 0.5 eV built-in difference gives 1.08 or 1.14. With my steps kept, the parabolic band is the assumption that moves the numbers most among the effects I have sized. The others, taken one at a time with the parabolic band, compare with the integrated ratio 2.639 as follows.

- Tilting the barrier by the residual field gives a ratio of 2.67 and changes the on conductance by about 1 %. Different electrodes usually also add a built-in tilt that does not reverse. If the unshifted heights at the two interfaces differ by 0.5 eV about the same mean, the two tilts together give a ratio of 2.60 or 2.75, depending on the sign of the difference. Such a difference is a built-in field of 1.7 MV/cm, itself comparable with the coercive field, so it could also favour one polarization state.
- At 300 K the on conductance rises by 3 % and the ratio becomes 2.65. Thermionic emission over the on barrier is about 10⁻²⁵ of the tunnel conductance.
- The image force at mid-barrier lowers the height by e² ln 2/(4πε₀εd) = 0.083 eV for a high-frequency permittivity ε = 4. Applied as a uniform shift, this multiplies the on conductance by 1.5 and gives a ratio of 2.69. The lowering is greater near the electrodes, so this badly underestimates the effect on the conductance. The full image potential multiplies the on conductance by roughly 5 and gives a ratio of 2.69 if the potential is cut off at the Fermi level. With the cut-off 3 eV lower, the factor is roughly 8 and the ratio 2.78.
- A Gaussian thickness variation of 0.1 nm rms multiplies the on conductance by 1.25 and lowers the ratio to 2.58. The off state gains more, because its larger κ makes it more sensitive to thin places. This holds the steps fixed. If instead the polarization is fixed and the screening model above is applied locally, the steps shrink in thin places and the ratio falls to about 2.54.

Each of these changes the ratio by an amount comparable with or smaller than the effect of the full transverse integral, which lowers it by 4.5 %. Real films may also conduct through traps and grain boundaries, contain mixed domains, or break down. The electrodes have real band structures, and interface disorder can mix transverse momenta. None of these is in the model, and I cannot size them from its parameters, so 12.4 S/cm² should not be read as a prediction for a device.

**Q.** When would you refuse to use κ/(4πd) at all?

**A.** When κd is not large, because the expansion in 1/(κd) then has no small parameter. Also when an electrode has so few carriers that its Fermi disk cuts into the Gaussian. The available channels are then limited by the electrode as well as by the barrier, and the interface factor varies strongly near the edge of the disk, where k_zi goes to zero. In that case one must return to the integral of T(k) over the allowed disk. Most of the values used here are collected in the numerical output below.

Numbers as computed

```
thickness d: 3 nm
barrier mass: 0.2 m_0
unshifted barrier height: 2 eV
screening steps: 0.05, 0.25 eV
electrode Fermi energies: 5.0, 3.0 eV
mean height on, off: 1.90, 2.10 eV
kappa on, off: 3.1581, 3.3202 1/nm
kappa d on, off: 9.474, 9.961
electrode k_F 1, 2: 11.456, 8.874 1/nm
rms transverse k, on (Gaussian): 1.026 1/nm
T(0) on, off: 1.9154e-08, 6.9350e-09
kappa/(4 pi d) on, off: 0.08377, 0.08807 1/nm^2
area per effective channel, on: 11.94 nm^2
conductance quantum 2e^2/h: 7.74809e-05 S
leading G/A on, off: 12.4322, 4.7323 S/cm^2
integrated G/A on, off: 12.4175, 4.7060 S/cm^2
coefficient c on, off: 0.0401, -0.0090
box-sum / integral - 1: -6.3e-15
integrated / leading at d = 12 nm, on: 1.000681
integrated / leading at d = 24 nm, on: 1.000433
integrated / leading at d = 48 nm, on: 1.000240
kappa_on/kappa_off: 0.9512
on/off ratio, normal incidence: 2.7619
on/off ratio, leading formula: 2.6271
on/off ratio, integrated: 2.6387
electroresistance, normal incidence: 176.2 %
electroresistance, leading formula: 162.7 %
electroresistance, integrated: 163.9 %
fractional decrease of log ratio: 0.0449
estimate 1/(2 kappa d), mean kappa: 0.0515
residual field: 1.00 MV/cm
tilt: G factor on, off: 1.0108, 0.9980; on/off ratio 2.6724
300 K: G factor on 1.0304, formula 1.0279; on/off ratio 2.6455
thermionic / tunnel conductance, on: 8.1e-26
high-frequency permittivity: 4
image lowering at mid-barrier: 0.0832 eV
image: G factor on 1.518; on/off ratio 2.6899
roughness 0.10 nm rms: G factor on 1.248; on/off ratio 2.5813
m_z/m_t = 0.8: G factor on 1.2481; on/off ratio 2.6391
two-band gap: 5.8 eV
two-band kappa on, off: 2.5897, 2.6519 1/nm
two-band / one-band exponential, on: 30.28
on/off exponential, one-band, two-band: 2.6442, 1.4520
two-band kappa_on/kappa_off: 0.9766
```
